# Morse parameters and extrapolated well depth from two Si–H stretch lines

## Problem

Hydrogen bonded to silicon at a silicon/oxide interface can be set free when its bond is strongly excited in vibration. A first model treats the Si–H stretch as one isolated oscillator in a Morse potential,

$$V(x)=D\left(1-e^{-ax}\right)^2 ,$$

where $x$ is the change of bond length from equilibrium, $D$ is the depth of the well measured from its bottom, and $1/a$ sets its width. The model spectrum has a fundamental $\nu_1=2084\ \mathrm{cm^{-1}}$ (transition $v=0\to1$) and a first overtone $\nu_2=4100\ \mathrm{cm^{-1}}$ (transition $v=0\to2$). The masses are 1.0078 u for H and 27.9769 u for $^{28}$Si.

(a) Derive the bound levels of the Morse potential.

(b) Extract the harmonic wavenumber $\omega$ and the anharmonic constant $X$ from the two lines, and show that the extrapolated well depth is about 4.2 eV.

(c) Find the depth counted from the ground level, the range parameter $a$, the force constant and the number of bound levels.

(d) How strongly does the depth depend on the line positions and on the assumed shape of the well?

(e) Is this depth the energy needed to release hydrogen in a device?

Wavenumbers are used for the levels, as in spectroscopy: $\omega$, $X$, $\nu_1$ and $\nu_2$ are in $\mathrm{cm^{-1}}$, and multiplication by $hc$ turns them into energies. The symbol $X$ denotes the whole product often written $\omega_e x_e$.

## Solution

### (a) The Morse levels

With reduced mass $\mu$, the Schrödinger equation is

$$-\frac{\hbar^2}{2\mu}\frac{d^2\psi}{dx^2}+D\left(1-2e^{-ax}+e^{-2ax}\right)\psi=E\psi .$$

Define

$$\lambda=\frac{\sqrt{2\mu D}}{\hbar a},\qquad z=2\lambda e^{-ax}.$$

Since $dz/dx=-az$, we have $d/dx=-az\,d/dz$, and applying this twice gives

$$\frac{d^2\psi}{dx^2}=a^2\left(z^2\psi''+z\psi'\right),$$

where primes now denote derivatives with respect to $z$. In the potential, $2e^{-ax}=z/\lambda$ and $e^{-2ax}=z^2/(4\lambda^2)$. Multiply the Schrödinger equation by $-2\mu/(\hbar^2a^2)$ and use $2\mu D/(\hbar^2a^2)=\lambda^2$:

$$z^2\psi''+z\psi'+\left(\lambda z-\frac{z^2}{4}-s^2\right)\psi=0,
\qquad s^2=\lambda^2\left(1-\frac{E}{D}\right).$$

A bound state has $E<D$, so $s$ can be taken positive. At large stretch, $z\to0$ and the solutions behave as $z^{s}$ or $z^{-s}$; the first decays as $e^{-sax}$ and is kept. At strong compression, $z\to\infty$ and the decaying behaviour is $e^{-z/2}$. This suggests

$$\psi=g f,\qquad g=z^s e^{-z/2}.$$

The derivatives of the prefactor are

$$\frac{g'}{g}=\frac{s}{z}-\frac12,\qquad
\frac{g''}{g}=\left(\frac{s}{z}-\frac12\right)^2-\frac{s}{z^2}.$$

Therefore

$$\frac{z^2\psi''}{g}=z^2f''+(2sz-z^2)f'+\left(s^2-sz+\frac{z^2}{4}-s\right)f,$$

$$\frac{z\psi'}{g}=zf'+\left(s-\frac z2\right)f.$$

When these are inserted, the terms $s^2$, $s$ and $z^2/4$ cancel. Division by $z$ leaves

$$zf''+(2s+1-z)f'+\left(\lambda-s-\tfrac12\right)f=0 .$$

Write $f=\sum_n c_nz^n$. The coefficient of $z^n$ gives

$$c_{n+1}=\frac{n-(\lambda-s-\frac12)}{(n+1)(n+2s+1)}\,c_n .$$

If the series does not end, $c_{n+1}/c_n$ approaches $1/n$ at large $n$, so $f$ grows essentially as $e^z$. Then $\psi$ grows as $e^{z/2}$ and cannot be normalized. The series must end at some $n=v$, which requires

$$s=\lambda-v-\tfrac12>0,\qquad v=0,1,2,\ldots$$

The definition of $s$ now gives the energy:

$$E_v=D\left(1-\frac{s^2}{\lambda^2}\right)
=\frac{2D}{\lambda}\left(v+\tfrac12\right)-\frac{D}{\lambda^2}\left(v+\tfrac12\right)^2 .$$

In wavenumbers, with $G(v)=E_v/(hc)$,

$$G(v)=\omega\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2,$$

$$hc\,\omega=\frac{2D}{\lambda}=\hbar a\sqrt{\frac{2D}{\mu}},\qquad
hcX=\frac{D}{\lambda^2}=\frac{\hbar^2a^2}{2\mu}.$$

The derivation lets $x$ run to $-\infty$, although a real bond cannot shrink below zero length. This is harmless when the wavefunction is negligible there. The equilibrium bond length does not appear in the levels, so the two lines cannot determine it.

### (b) From two lines to the depth

Both lines start from $v=0$. The squares $(v+\frac12)^2$ for $v=0,1,2$ are $\frac14,\frac94,\frac{25}{4}$, so

$$\nu_1=G(1)-G(0)=\omega-2X,$$

$$\nu_2=G(2)-G(0)=2\omega-6X.$$

Doubling the first equation and subtracting the second removes $\omega$:

$$2\nu_1-\nu_2=2X
\quad\Rightarrow\quad
X=\frac{4168-4100}{2}=34\ \mathrm{cm^{-1}}.$$

Then

$$\omega=\nu_1+2X=3\nu_1-\nu_2=2084+68=2152\ \mathrm{cm^{-1}}.$$

To find the depth, combine the two constants so that $\lambda$ cancels:

$$\frac{(hc\,\omega)^2}{4hcX}
=\frac{4D^2/\lambda^2}{4D/\lambda^2}=D .$$

Thus

$$\frac{D}{hc}=\frac{\omega^2}{4X}
=\frac{(3\nu_1-\nu_2)^2}{2(2\nu_1-\nu_2)}
=\frac{2152^2}{136}=34052\ \mathrm{cm^{-1}}.$$

With $1\ \mathrm{cm^{-1}}=1.23984\times10^{-4}$ eV,

$$D=34052\times1.23984\times10^{-4}\ \mathrm{eV}=4.22\ \mathrm{eV},$$

which is the required value of about 4.2 eV.

The formula has two instructive limits. If $\nu_2\to2\nu_1$ from below, then $X\to0$ and the depth grows without bound: a harmonic ladder contains no sign of dissociation. At the other end, the level $v=2$ must itself be bound. This requires $\lambda>\frac52$, or $\omega>5X$ because $\lambda=\omega/(2X)$. In terms of the lines, $3\nu_1-\nu_2>\frac52(2\nu_1-\nu_2)$, which gives $\nu_2>\frac43\nu_1$. The inversion therefore needs $\frac43\nu_1<\nu_2<2\nu_1$. The present overtone lies close to the harmonic end of this interval, and this is the origin of the sensitivity found in part (d).

### (c) The other properties of the well

The ground level lies above the bottom by

$$G(0)=\frac{\omega}{2}-\frac X4=1076-8.5=1067.5\ \mathrm{cm^{-1}}.$$

The depth available from the ground level is

$$\frac{D_0}{hc}=34052.2-1067.5=32984.7\ \mathrm{cm^{-1}},
\qquad D_0=4.09\ \mathrm{eV}.$$

For the range parameter the reduced mass is needed:

$$\mu=\frac{1.0078\times27.9769}{1.0078+27.9769}\ \mathrm{u}=0.9728\ \mathrm{u}.$$

Solving $hcX=\hbar^2a^2/(2\mu)$ for $a$ gives

$$a=\frac{\sqrt{2\mu hcX}}{\hbar}=14.0\ \mathrm{nm^{-1}}.$$

In SI units the factors are $\mu=1.615\times10^{-27}$ kg, $hcX=6.754\times10^{-22}$ J and $\hbar=1.0546\times10^{-34}$ J s.

Near the bottom, $1-e^{-ax}\approx ax$, so $V\approx Da^2x^2$. Comparison with $\frac12kx^2$ gives $k=2Da^2$. The expression for $\omega$ in part (a) can be written $2\pi c\,\omega=a\sqrt{2D/\mu}$, and hence

$$k=2Da^2=\mu(2\pi c\,\omega)^2=265\ \mathrm{N/m}.$$

The harmonic wavenumber enters here, not the observed fundamental, because $k$ is the curvature at the bottom of the well.

The number of levels follows from $v+\frac12<\lambda$, with

$$\lambda=\frac{\omega}{2X}=\frac{2152}{68}=31.65 .$$

The largest allowed $v$ is 31, so there are 32 bound levels.

The gaps provide a check by hand. From $G(v)$,

$$G(v+1)-G(v)=\omega-2X(v+1)=2084-68v\ \mathrm{cm^{-1}}.$$

The first two gaps are 2084 and 2016 $\mathrm{cm^{-1}}$, and each later gap is smaller by 68 $\mathrm{cm^{-1}}$. The 31 gaps between the 32 levels add up to

$$31\times2084-68\times\frac{30\times31}{2}=32984\ \mathrm{cm^{-1}}.$$

This agrees with $D_0/(hc)$ to within $1\ \mathrm{cm^{-1}}$; the small remainder is the binding of the highest level.

An independent numerical solution of the Schrödinger equation, using the values of $D$, $a$ and $\mu$ above, also gives 32 bound levels. They differ from $G(v)$ by at most $4\times10^{-8}\ \mathrm{cm^{-1}}$. In the reverse direction, a numerical search for the Morse well whose computed lines are 2084 and 4100 $\mathrm{cm^{-1}}$ returns $D=4.222$ eV and $a=14.007\ \mathrm{nm^{-1}}$. These agreements test the algebra, not the suitability of a Morse curve for a real bond.

The role of the mass can be seen by holding the two lines fixed and attaching H to an immovable Si atom. The reduced mass becomes that of H, and $a$, which is proportional to $\sqrt\mu$, rises from 14.01 to 14.26 $\mathrm{nm^{-1}}$. The depth remains 4.22 eV because $\omega^2/(4X)$ contains no mass. Uncertainty about how far the lattice takes part in the motion thus affects the inferred width of the well, but not its depth, as long as the motion is described by a single effective mass.

### (d) How secure is the extrapolation?

The highest level used, $v=2$, lies at $5167.5\ \mathrm{cm^{-1}}$ above the bottom, which is 15% of $D$. The rest of the well has been supplied by the Morse formula.

Consider first errors in the lines. Taking the logarithm of $D\propto\omega^2/X$ gives

$$\frac{dD}{D}=\frac{2\,d\omega}{\omega}-\frac{dX}{X}.$$

At fixed $\nu_1$, $d\omega=-d\nu_2$ and $dX=-\frac12d\nu_2$. Hence

$$\frac{\partial D}{\partial\nu_2}
=D\left(\frac{1}{2X}-\frac{2}{\omega}\right)
=0.058\ \mathrm{eV\ per\ cm^{-1}}.$$

At fixed $\nu_2$, $d\omega=3\,d\nu_1$ and $dX=d\nu_1$, so

$$\frac{\partial D}{\partial\nu_1}
=D\left(\frac{6}{\omega}-\frac1X\right)
=-0.112\ \mathrm{eV\ per\ cm^{-1}}.$$

The terms containing $1/X$ dominate. The depth depends on the small difference $2\nu_1-\nu_2=68\ \mathrm{cm^{-1}}$ between two numbers near 4100, and a modest error in either line is a sizeable fraction of that difference.

Coupling to other vibrations can displace an overtone. As a trial, keep the fundamental fixed and move the overtone by $5\ \mathrm{cm^{-1}}$. The inferred depth becomes 4.54 eV if the overtone is raised and 3.95 eV if it is lowered. The two changes are unequal because $D$ is not a linear function of $X$.

Next consider the shape. Replace the Morse curve by

$$V_c(x)=B\left(y^2+cy^3\right),\qquad y=1-e^{-ax}.$$

Its value at large stretch is $B(1+c)$, which is the new depth. For $x>0$, $y$ lies between 0 and 1, and

$$\frac{dV_c}{dy}=By(2+3cy)$$

is positive for $c=\pm0.2$. Both curves therefore rise steadily to their dissociation limits, without an extra barrier. For $c=+0.2$ the curve turns over at the strong compression $y=-10/3$, so the form is used here for the stretches explored by the lowest levels and for the outward side.

For each $c$, the constants $B$ and $a$ were readjusted numerically until the lines were again 2084 and 4100 $\mathrm{cm^{-1}}$. The depth is then 3.96 eV for $c=+0.2$ and 4.59 eV for $c=-0.2$. Three smooth wells with the same two lines thus have depths that differ by several tenths of an electronvolt. The result 4.22 eV is a consequence of the lines together with the Morse assumption; the lines alone do not prove it. The values $c=\pm0.2$ are trial values and do not set bounds on the error for a real bond.

### (e) Comparison with a real interface

The input lines are model data, but the fundamental lies in the usual region of Si–H stretches, roughly 2000 to 2200 $\mathrm{cm^{-1}}$. Si–H bond energies are roughly 3 to 4 eV, so the extrapolated $D_0=4.09$ eV is of the right size and somewhat high. For a device there is a further assumption, not examined in part (d): that hydrogen leaves by a pure stretch into empty space. At an interface it can also bend away from its bond and move to a nearby site in the solid, which may cost less energy. Take 2.5 eV above the ground level as a rough, assumed threshold for such an exit. The relevant energy then drops by about 1.6 eV from $D_0$, a larger change than any found in part (d).

The threshold can be placed on the stretch ladder. From $G(v)$,

$$G(v)-G(0)=\omega v-Xv(v+1).$$

This is 2.38 eV for $v=11$ and 2.54 eV for $v=12$. The first level above the assumed exit is therefore $v=12$, far below the top level $v=31$. This is an energy comparison. A rate would also require the coupling between stretch and bend, the excitation by carriers and the loss of vibrational energy to the lattice.

Two other neglected effects are small for the present purpose. At 400 K the population ratio of $v=1$ to $v=0$ is

$$e^{-hc\nu_1/(k_BT)}=5.6\times10^{-4},$$

so in thermal equilibrium almost all bonds start from the ground level of the stretch, as the assignment of the two lines assumes. The softer Si–H bending modes, near $630\ \mathrm{cm^{-1}}$ on silicon surfaces, lie outside this model; for two such modes about one bond in five is thermally excited at 400 K. This ratio does not measure the rate of thermal bond breaking. An oxide field of 5 MV/cm, which is 0.5 V/nm, acting on an assumed fixed charge of $0.1e$ over a stretch of 0.1 nm, changes the energy by

$$0.5\times0.1\times0.1\ \mathrm{eV}=5\ \mathrm{meV}.$$

This is about 0.1% of $D$, but a stretch of 0.1 nm climbs only 57% of the well, about the height of the assumed exit. For escape along the pure stretch, let $q$ be the charge and $F$ the field. The tilted potential has its maximum where $2Dae^{-ax}\approx qF$, at $x\approx0.55$ nm, and the barrier is lowered by about $qF(x+1/a)=31$ meV, or 0.7% of $D$. The highest few levels then lie above the barrier. The charge is a rough input: it does not stay fixed as the bond breaks, and near equilibrium the effective charge of a Si–H stretch can be two or three times larger. A fixed $0.3e$ would give 15 meV over 0.1 nm and a barrier lowering of about 82 meV, or 2% of $D$. The estimate covers the direct pull of the field on the bond, not the energetic carriers that a field can produce.

The depth of 4.2 eV is thus the dissociation limit of the fitted stretch potential, counted from the bottom of the well. It is not the energy needed to release hydrogen. Even if the pure stretch were the lowest path, the model energy needed from the ground level would be $D_0=4.09$ eV, and a path that includes bending may need less. The numerical output follows below.

## Calculated quantities

```
Input fundamental 0->1: 2084 1/cm
Input overtone 0->2: 4100 1/cm
Second gap 1->2: 2016 1/cm
Difference 2*nu1-nu2: 68 1/cm
H atom mass: 1.0078 u
Si-28 atom mass: 27.9769 u
Reduced mass: 0.9728 u
Conversion: 1.2398420e-04 eV per 1/cm
Anharmonic constant X: 34.0 1/cm
Harmonic wavenumber omega: 2152.0 1/cm
Morse depth D: 34052.2 1/cm
Morse depth D: 4.222 eV
Zero-point energy: 1067.5 1/cm
Depth from ground level D0: 32984.7 1/cm
Depth from ground level D0: 4.090 eV
Range parameter a: 14.007 1/nm
Force constant: 265.4 N/m
lambda = omega/(2X): 31.647
Number of bound levels: 32
Energy of v=2 above well bottom: 5167.5 1/cm
Energy of v=2 as share of D: 15.2 %
Grid line 0->1: 2084.000 1/cm
Grid line 0->2: 4100.000 1/cm
Largest level error, grid against formula: 3.8e-08 1/cm
Largest shift, grid step 0.004 to 0.003 nm: 9.5e-10 1/cm
Blind search depth: 4.222 eV
Blind search a: 14.007 1/nm
Fixed-Si depth: 4.222 eV
Fixed-Si a: 14.257 1/nm
dD/dnu1: -0.112 eV per 1/cm
dD/dnu2: 0.058 eV per 1/cm
Overtone shift tried: 5 1/cm
Depth with overtone raised: 4.54 eV
Depth with overtone lowered: 3.95 eV
Shape parameter magnitude |c|: 0.2
Same lines, c positive: depth: 3.96 eV
Same lines, c negative: depth: 4.59 eV
Temperature of use: 400 K
Thermal population ratio v=1 to v=0: 5.6e-04
Assumed oxide field: 5 MV/cm
Assumed effective charge: 0.1 e
Stretch used for field tilt: 0.1 nm
Field tilt energy: 5.0 meV
Assumed rough exit energy above v=0: 2.5 eV
First Morse level above that exit: v: 12
```
